**Poisson progression of displaced oscillators, tested by grid diagonalization**

For two harmonic curves of equal frequency ω and reduced mass μ, with minima a distance d apart, the program tests the law P_n = exp(−S) Sⁿ/n!. Here P_n is the squared overlap of the lowest level of one curve with level n of the other, S = μωd²/2 is the Huang–Rhys factor, and λ = Sω is the reorganization energy, all in atomic units. Both vibrational Hamiltonians are diagonalized on a coordinate grid, and the program asserts that the overlaps, their mean and variance, and the relation λ = Sω agree with the derived formulas for three displacements. It also asserts the coherent-state relation, the line positions, the mean energies in absorption and emission, and the shift of the mean of n caused by the photon-energy factor in absorption. In the worked example S = 1.875 and λ = 0.009375 hartree (0.2551 eV), and the grid overlaps differ from the Poisson values by about 1e-14 at most. The output also shows two failures of the law: nP_n/P_(n−1) drifts from 1.85 to 1.17 when the upper frequency is lowered to 0.004 hartree, and a start in the first excited vibrational level gives a variance of 5.625 with a mean of 2.875.

## Check in Python

```python
"""
Result under test: for two harmonic curves of equal frequency omega and mass mu,
with minima a distance d apart, the squared overlaps of the lowest level of one
curve with level n of the other are exp(-S) S^n / n!, where S = mu omega d^2 / 2.
The reorganization energy lam = V_e(0) - V_e(d) equals S omega.
E00 is the energy of the line between the two lowest levels. Atomic units.
The overlaps and energies come from diagonalizing both Hamiltonians on a grid.
"""
import math
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_CM = physical_constants["hartree-inverse meter relationship"][0] / 100

mu, omega, d, E00 = 12000.0, 0.005, 0.25, 0.1
N_LEVELS = 31
levels = np.arange(N_LEVELS)

# Uniform grid with sinc-function kinetic energy and first derivative
x = np.linspace(-1.5, 1.75, 261)
h = x[1] - x[0]
idx = np.arange(x.size)
diff = idx[:, None] - idx[None, :]
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, math.pi**2 / 3, 2 * sign / safe**2) / (2 * mu * h**2)
derivative = np.where(diff == 0, 0.0, sign / (safe * h))


def curve(position, freq, minimum, offset):
    return offset + 0.5 * mu * freq**2 * (position - minimum)**2


def solve(freq, minimum, offset):
    energy, vec = np.linalg.eigh(kinetic + np.diag(curve(x, freq, minimum, offset)))
    return energy[:N_LEVELS], vec[:, :N_LEVELS]


def poisson(S):
    return np.array([math.exp(-S) * S**n / math.factorial(n) for n in range(N_LEVELS)])


def mean_var(weights, values):
    w = weights / weights.sum()
    mean = np.sum(w * values)
    return mean, np.sum(w * (values - mean)**2)


E_g, psi_g = solve(omega, 0.0, 0.0)

# Poisson law and S omega = lam for three displacements
scan = []
for shift in (0.1, 0.25, 0.4):
    _, psi = solve(omega, shift, E00)
    P = (psi.T @ psi_g[:, 0])**2
    S_shift = mu * omega * shift**2 / 2
    lam_shift = curve(0.0, omega, shift, E00) - curve(shift, omega, shift, E00)
    assert np.max(np.abs(P - poisson(S_shift))) < 1e-9
    mean_shift, var_shift = mean_var(P, levels)
    assert abs(mean_shift - S_shift) < 1e-8
    assert abs(var_shift - S_shift) < 1e-7
    assert abs(mean_shift * omega - lam_shift) < 1e-9
    assert int(np.argmax(P)) == math.floor(S_shift)
    scan.append((shift, mean_shift, lam_shift, P[0], int(np.argmax(P))))

# Worked example: absorption
S = mu * omega * d**2 / 2
Delta = d * math.sqrt(mu * omega)
lam = curve(0.0, omega, d, E00) - curve(d, omega, d, E00)
E_e, psi_e = solve(omega, d, E00)
P_abs = (psi_e.T @ psi_g[:, 0])**2
photon_abs = E_e - E_g[0]
assert np.max(np.abs(photon_abs[:12] - (E00 + omega * levels[:12]))) < 1e-9
assert abs(P_abs.sum() - 1) < 1e-9
mean_n, var_n = mean_var(P_abs, levels)
mean_abs, var_abs = mean_var(P_abs, photon_abs)
vertical = curve(0.0, omega, d, E00) - curve(0.0, omega, 0.0, 0.0)
mean_gap = mean_abs
assert abs(mean_gap - (E00 + lam)) < 1e-9
assert abs(vertical - mean_gap) < 1e-9
assert abs(math.sqrt(var_abs) - math.sqrt(lam * omega)) < 1e-8

# The initial state is an eigenstate of the displaced lowering operator
ground = psi_g[:, 0]
scale = math.sqrt(mu * omega)
lowered = (scale * (x - d) * ground + derivative @ ground / scale) / math.sqrt(2)
assert np.linalg.norm(lowered + Delta / math.sqrt(2) * ground) < 1e-8
overlap00 = abs(psi_e[:, 0] @ ground)
assert abs(overlap00 - math.exp(-Delta**2 / 4)) < 1e-9

# Emission from the lowest level of the upper curve
P_em = (psi_g.T @ psi_e[:, 0])**2
photon_em = E_e[0] - E_g
assert np.max(np.abs(P_em - poisson(S))) < 1e-9
assert np.max(np.abs(photon_em[:12] - (E00 - omega * levels[:12]))) < 1e-9
mean_em, _ = mean_var(P_em, photon_em)
assert abs(mean_em - (E00 - lam)) < 1e-9
assert abs(mean_abs - mean_em - 2 * lam) < 1e-9

# Photon-energy factors: first power in absorption, third in emitted photon rate
n_abs_weighted, _ = mean_var(P_abs * photon_abs, levels)
assert abs(n_abs_weighted - (S + S * omega / (E00 + S * omega))) < 1e-8
emits = photon_em > 0
n_em_weighted, _ = mean_var((P_em * photon_em**3)[emits], levels[emits])
assert n_em_weighted < S - 0.01

# n P_n / P_(n-1) is constant for equal frequencies and drifts otherwise
omega_soft = 0.004
_, psi_soft = solve(omega_soft, d, E00)
P_soft = (psi_soft.T @ ground)**2
n_test = np.arange(1, 5)
ratio_equal = n_test * P_abs[1:5] / P_abs[0:4]
ratio_soft = n_test * P_soft[1:5] / P_soft[0:4]
assert np.max(np.abs(ratio_equal - S)) < 1e-7
assert np.ptp(ratio_soft) > 0.1

# Start in the first excited vibrational level
P_hot = (psi_e.T @ psi_g[:, 1])**2
mean_hot, var_hot = mean_var(P_hot, levels)
assert abs(mean_hot - (1 + S)) < 1e-7
assert abs(var_hot - 3 * S) < 1e-6

print(f"reduced mass mu = {mu:.0f} electron masses")
print(f"frequency omega = {omega:.4f} hartree = {omega*HARTREE_CM:.1f} cm^-1")
print(f"displacement d = {d:.3f} bohr")
print(f"E00 = {E00:.4f} hartree = {E00*HARTREE_EV:.4f} eV")
print(f"scaled displacement Delta = {Delta:.5f} (no unit)")
print(f"Huang-Rhys factor S = mu omega d^2/2 = {S:.4f} (no unit)")
print(f"reorganization energy = {lam:.6f} hartree = {lam*HARTREE_EV:.4f} eV")
print(f"overlap of the two lowest levels = {overlap00:.5f} (no unit)")
print("n, absorption line (hartree), emission line (hartree),")
print("   grid P_n, Poisson P_n (no unit)")
for n in range(8):
    print(f"{n} {photon_abs[n]:.4f} {photon_em[n]:.4f} "
          f"{P_abs[n]:.5f} {poisson(S)[n]:.5f}")
print(f"sum of P_n for n = 0 to 7 = {P_abs[:8].sum():.5f} (no unit)")
print(f"largest |grid - Poisson| = {np.max(np.abs(P_abs-poisson(S))):.0e} (no unit)")
print(f"grid mean of n = {mean_n:.4f}, variance = {var_n:.4f} (no unit)")
print(f"vertical gap at x = 0: {vertical:.6f} hartree")
print(f"mean absorption energy = {mean_abs:.6f} hartree")
print(f"spread of absorption energy = {math.sqrt(var_abs):.6f} hartree")
print(f"mean emission energy = {mean_em:.6f} hartree")
print(f"difference of means = {mean_abs-mean_em:.6f} hartree"
      f" = {(mean_abs-mean_em)*HARTREE_EV:.4f} eV")
print(f"mean n, absorption with photon energy^1 = {n_abs_weighted:.4f} (no unit)")
print(f"mean n, emission with photon energy^3 = {n_em_weighted:.4f} (no unit)")
print("scan: d (bohr), grid mean n, lambda (hartree), P_0, most probable n")
for row in scan:
    print(f"{row[0]:.2f} {row[1]:.4f} {row[2]:.6f} {row[3]:.5f} {row[4]}")
print("n P_n/P_(n-1) for n = 1 to 4 (no unit)")
print("equal frequencies:", " ".join(f"{r:.4f}" for r in ratio_equal))
print(f"upper frequency {omega_soft:.4f} hartree:",
      " ".join(f"{r:.4f}" for r in ratio_soft))
print(f"start in v = 1: mean n = {mean_hot:.4f}, variance = {var_hot:.4f} (no unit)")
print("success")
```

Printed output:

```
reduced mass mu = 12000 electron masses
frequency omega = 0.0050 hartree = 1097.4 cm^-1
displacement d = 0.250 bohr
E00 = 0.1000 hartree = 2.7211 eV
scaled displacement Delta = 1.93649 (no unit)
Huang-Rhys factor S = mu omega d^2/2 = 1.8750 (no unit)
reorganization energy = 0.009375 hartree = 0.2551 eV
overlap of the two lowest levels = 0.39161 (no unit)
n, absorption line (hartree), emission line (hartree),
   grid P_n, Poisson P_n (no unit)
0 0.1000 0.1000 0.15335 0.15335
1 0.1050 0.0950 0.28754 0.28754
2 0.1100 0.0900 0.26957 0.26957
3 0.1150 0.0850 0.16848 0.16848
4 0.1200 0.0800 0.07898 0.07898
5 0.1250 0.0750 0.02962 0.02962
6 0.1300 0.0700 0.00925 0.00925
7 0.1350 0.0650 0.00248 0.00248
sum of P_n for n = 0 to 7 = 0.99927 (no unit)
largest |grid - Poisson| = 1e-14 (no unit)
grid mean of n = 1.8750, variance = 1.8750 (no unit)
vertical gap at x = 0: 0.109375 hartree
mean absorption energy = 0.109375 hartree
spread of absorption energy = 0.006847 hartree
mean emission energy = 0.090625 hartree
difference of means = 0.018750 hartree = 0.5102 eV
mean n, absorption with photon energy^1 = 1.9607 (no unit)
mean n, emission with photon energy^3 = 1.5846 (no unit)
scan: d (bohr), grid mean n, lambda (hartree), P_0, most probable n
0.10 0.3000 0.001500 0.74082 0
0.25 1.8750 0.009375 0.15335 1
0.40 4.8000 0.024000 0.00823 4
n P_n/P_(n-1) for n = 1 to 4 (no unit)
equal frequencies: 1.8750 1.8750 1.8750 1.8750
upper frequency 0.0040 hartree: 1.8519 1.6363 1.4092 1.1665
start in v = 1: mean n = 2.8750, variance = 5.6250 (no unit)
success
```
